# Neutral-ionic crossing in LiF and charge flow from convex fragment energies: a program that tests the result

```python
"""
Result under test: the neutral and ionic states of distant Li + F cross at
R_c = 1/(I - A). Straight-line fragment energies make the transferred charge
jump there; convex ones make it flow gradually if, and only if, C > 2 (I - A).
Symbols (Hartree atomic units):
  I, A : ionization energy of Li, electron affinity of F;  D = I - A
  q    : electron charge moved from Li to F, between 0 and 1
  C    : sum of the curvatures of the two fragment energies
  R    : distance;  E(q) = q D - (C/2) q (1-q) - q^2/R
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from pyscf import gto, scf, cc, dft

EV = const.physical_constants["Hartree energy in eV"][0]
ANG = const.physical_constants["Bohr radius"][0] * 1e10
BASIS = {"Li": "cc-pvtz", "F": "aug-cc-pvtz"}


def make_atom(symbol, charge, spin):
    return gto.M(atom=f"{symbol} 0 0 0", basis=BASIS[symbol], charge=charge,
                 spin=spin, verbose=0)


def coupled_cluster_energy(symbol, charge, spin):
    """CCSD for Li and Li+, frozen-core CCSD(T) for F and F-."""
    mean_field = scf.UHF(make_atom(symbol, charge, spin)).run(conv_tol=1e-10)
    assert mean_field.converged
    frozen = 1 if symbol == "F" else None
    solver = cc.UCCSD(mean_field, frozen=frozen)
    solver.kernel()
    assert solver.converged
    energy = solver.e_tot
    if symbol == "F":
        energy += solver.ccsd_t()
    return energy


def fractional_pbe(symbol, q):
    """PBE energy and frontier orbital energy after moving charge q."""
    mean_field = dft.UKS(make_atom(symbol, 0, 1))
    mean_field.xc = "pbe"
    mean_field.conv_tol = 1e-9
    mean_field.max_cycle = 100

    def occupations(mo_energy=None, mo_coeff=None):
        occ = np.zeros((2, len(mo_energy[0])))
        if symbol == "Li":
            occ[0, :2] = [1.0, 1.0 - q]
            occ[1, 0] = 1.0
        else:
            occ[0, :5] = 1.0
            occ[1, :2] = 1.0
            occ[1, 2:5] = (2.0 + q) / 3.0
        return occ

    mean_field.get_occ = occupations
    mean_field.kernel()
    assert mean_field.converged
    if symbol == "Li":
        frontier = mean_field.mo_energy[0][1]
    else:
        frontier = np.mean(mean_field.mo_energy[1][2:5])
    return mean_field.e_tot, frontier


# Integer-charge energies and the crossing found from total energies
e_li = coupled_cluster_energy("Li", 0, 1)
e_li_plus = coupled_cluster_energy("Li", 1, 0)
e_f = coupled_cluster_energy("F", 0, 1)
e_f_minus = coupled_cluster_energy("F", -1, 0)
I = e_li_plus - e_li
A = e_f - e_f_minus
D = I - A
R_c = 1.0 / D
crossing = brentq(lambda r: e_li_plus + e_f_minus - 1 / r - e_li - e_f, 2, 100)
assert abs(crossing - R_c) < 1e-6
rough_I, rough_A = 5.4, 3.4          # rough measured sizes in eV, inputs only
rough_R = EV * ANG / (rough_I - rough_A)
assert abs(I * EV - rough_I) < 0.15 and abs(A * EV - rough_A) < 0.15
assert abs(R_c * ANG - rough_R) < 0.7
shift = ANG / (D - 0.05 / EV) - ANG / D

# A spherical cloud acts outside itself as a point charge: direct quadrature
nodes, weights = np.polynomial.legendre.leggauss(80)
radius, w_radius = 6.0 * (nodes + 1.0), 6.0 * weights
rr, xx = np.meshgrid(radius, nodes, indexing="ij")
cloud = np.exp(-2 * rr) / np.pi
distance = np.sqrt(rr**2 + R_c**2 - 2 * rr * R_c * xx)
potential = np.einsum("i,j,ij->", w_radius, weights,
                      2 * np.pi * rr**2 * cloud / distance)
assert R_c > 12.0 and abs(potential - 1 / R_c) < 1e-7

# Direct minimization on a grid against the derived piecewise formula
q_grid = np.linspace(0.0, 1.0, 20001)


def q_direct(curvature, r):
    energy = (q_grid * D - 0.5 * curvature * q_grid * (1 - q_grid)
              - q_grid**2 / r)
    return q_grid[np.argmin(energy)]


def q_formula(curvature, r):
    if curvature <= 2 * D:
        return 1.0 if r < 1 / D else 0.0
    if r <= 4 / (curvature + 2 * D):
        return 1.0
    return (curvature / 2 - D) / (curvature - 2 / r)


for ratio in (0.0, 0.5, 1.0, 1.8, 2.2, 3.0, 6.0, 10.0):
    for scale in (0.2, 0.5, 0.8, 0.98, 1.02, 1.3, 2.0, 10.0):
        direct = q_direct(ratio * D, scale * R_c)
        assert abs(direct - q_formula(ratio * D, scale * R_c)) < 1e-4
# Neutral-ionic ensemble, whose attraction is linear in q: same jump
for scale, expected in ((0.98, 1.0), (1.02, 0.0)):
    ensemble = q_grid * D - q_grid / (scale * R_c)
    assert q_grid[np.argmin(ensemble)] == expected

# Fragment curvatures from PBE with fractional occupations
charges = np.array([0.0, 0.25, 0.5, 0.75, 1.0])
sag, curvature, slopes = {}, {}, {}
for symbol, sign in (("Li", -1.0), ("F", 1.0)):
    data = np.array([fractional_pbe(symbol, q) for q in charges])
    relative = data[:, 0] - data[0, 0]
    sag[symbol] = relative - charges * relative[-1]
    curvature[symbol] = -8.0 * sag[symbol][2]
    fit = np.polyfit(charges, relative, 4)
    slope = np.polyval(np.polyder(fit), 0.5)
    slopes[symbol] = (slope, sign * data[2, 1])
    assert abs(slope - sign * data[2, 1]) < 0.005   # interpolation error
    assert np.all(sag[symbol][1:4] < 0)
C = curvature["Li"] + curvature["F"]
assert C > 2 * D
total_sag = sag["Li"] + sag["F"]
sag_curve = np.polyval(np.polyfit(charges, total_sag, 4), q_grid)


def q_pbe_curve(r):
    return q_grid[np.argmin(q_grid * D + sag_curve - q_grid**2 / r)]


R_1 = 4 / (C + 2 * D)
q_infinity = 0.5 - D / C
assert R_1 < R_c
assert abs(q_direct(C, 1e7) - q_infinity) < 1e-4
assert q_direct(C, 0.99 * R_1) == 1.0 and q_direct(C, 1.01 * R_1) < 1.0
distances = [4.0, 6.0, 8.0, 10.0, 0.99 * R_c, 1.01 * R_c, 20.0, 40.0, 1000.0]
rows = [(r, q_direct(0.0, r), q_direct(C, r), q_pbe_curve(r))
        for r in distances]
for r, q_straight, q_parabola, q_pbe in rows:
    if r >= 10.0:
        # the parabola keeps only the midpoint sag of the PBE curve
        assert abs(q_parabola - q_pbe) < 0.15
        assert 0.1 < q_pbe < 0.9
assert np.all(np.diff([row[3] for row in rows]) <= 0)
assert abs(rows[4][3] - rows[5][3]) < 0.02
assert rows[4][1] == 1.0 and rows[5][1] == 0.0

print(f"Rough inputs: I = {rough_I:.1f} eV, A = {rough_A:.1f} eV")
print(f"Coulomb constant e^2/(4 pi eps0) = {EV * ANG:.3f} eV angstrom")
print(f"Rough crossing distance = {rough_R:.1f} angstrom")
print(f"I(Li), CCSD = {I:.5f} hartree = {I * EV:.3f} eV")
print(f"A(F), CCSD(T) = {A:.5f} hartree = {A * EV:.3f} eV")
print(f"D = I - A = {D:.5f} hartree = {D * EV:.3f} eV")
print(f"R_c = 1/D = {R_c:.2f} bohr = {R_c * ANG:.2f} angstrom")
print(f"Shift of R_c if A grows by 0.05 eV = {shift:.2f} angstrom")
for symbol in ("Li", "F"):
    print(f"PBE sag of {symbol} at q=0.25, 0.5, 0.75 (hartree): "
          + ", ".join(f"{s:.4f}" for s in sag[symbol][1:4]))
    print(f"PBE curvature of {symbol} = {curvature[symbol]:.4f} hartree")
    print(f"Slope dE/dq of {symbol} at q=0.5: energies {slopes[symbol][0]:.4f},"
          f" orbital {slopes[symbol][1]:.4f} hartree")
print(f"Total curvature C = {C:.4f} hartree")
print(f"Threshold 2D = {2 * D:.4f} hartree; C/(2D) = {C / (2 * D):.2f}")
print(f"End of full transfer R_1 = {R_1:.2f} bohr = {R_1 * ANG:.2f} angstrom")
print(f"Parabola: q at R_c = {q_formula(C, R_c):.3f} (no unit)")
print(f"Parabola: q at infinite R = {q_infinity:.3f} (no unit)")
print("Weak convexity C = D: q at 0.99 R_c and 1.01 R_c = "
      f"{q_direct(D, 0.99 * R_c):.0f} and {q_direct(D, 1.01 * R_c):.0f}")
print("R (bohr) | q straight | q parabola | q PBE curve")
for r, q_straight, q_parabola, q_pbe in rows:
    print(f"{r:8.2f} | {q_straight:10.3f} | {q_parabola:10.3f} | {q_pbe:10.3f}")
print("PASS")
```

It prints:

```
Rough inputs: I = 5.4 eV, A = 3.4 eV
Coulomb constant e^2/(4 pi eps0) = 14.400 eV angstrom
Rough crossing distance = 7.2 angstrom
I(Li), CCSD = 0.19670 hartree = 5.352 eV
A(F), CCSD(T) = 0.12171 hartree = 3.312 eV
D = I - A = 0.07499 hartree = 2.040 eV
R_c = 1/D = 13.34 bohr = 7.06 angstrom
Shift of R_c if A grows by 0.05 eV = 0.18 angstrom
PBE sag of Li at q=0.25, 0.5, 0.75 (hartree): -0.0161, -0.0209, -0.0149
PBE curvature of Li = 0.1675 hartree
Slope dE/dq of Li at q=0.5: energies 0.2085, orbital 0.2082 hartree
PBE sag of F at q=0.25, 0.5, 0.75 (hartree): -0.0422, -0.0544, -0.0394
PBE curvature of F = 0.4351 hartree
Slope dE/dq of F at q=0.5: energies -0.1371, orbital -0.1371 hartree
Total curvature C = 0.6026 hartree
Threshold 2D = 0.1500 hartree; C/(2D) = 4.02
End of full transfer R_1 = 5.32 bohr = 2.81 angstrom
Parabola: q at R_c = 0.500 (no unit)
Parabola: q at infinite R = 0.376 (no unit)
Weak convexity C = D: q at 0.99 R_c and 1.01 R_c = 1 and 0
R (bohr) | q straight | q parabola | q PBE curve
    4.00 |      1.000 |      1.000 |      1.000
    6.00 |      1.000 |      0.841 |      0.866
    8.00 |      1.000 |      0.642 |      0.613
   10.00 |      1.000 |      0.562 |      0.535
   13.20 |      1.000 |      0.502 |      0.478
   13.47 |      0.000 |      0.498 |      0.475
   20.00 |      0.000 |      0.450 |      0.431
   40.00 |      0.000 |      0.410 |      0.394
 1000.00 |      0.000 |      0.377 |      0.365
PASS
```
